# Shooting acceptance in flexible-length transition path sampling

A transition path sampling run on first-principles forces reaches a decision after every shot. The old reactive trajectory had, say, 22 frames between reactant and product, the trial trajectory has 54, and it also connects reactant to product. The code must keep the trial or return to the old path. The sampled ensemble, and every transit time or energy averaged over it, depends on this decision. The rule examined here is to accept with probability $\min(1, L_\text{old}/L_\text{new})$. What has to be settled is why a valid path should be refused at all, what the "length" counts, and under which conditions the ratio is the whole answer.

## One site between two states

Take a Markov chain with a reactant state $A$, a product state $B$ and a single site $s$ between them. From $s$ the chain steps to $A$ with probability $a$, to $B$ with probability $b$, and stays with probability $c=1-a-b$. Let $\pi$ be its stationary distribution. A transition path leaves $A$, spends $n\ge 1$ time slices on $s$ and enters $B$. Its natural weight is the probability of being in $A$ times the probability of each step,

$$P_n=\pi_A\,p(A\to s)\,c^{\,n-1}\,b ,$$

since $n$ slices on $s$ need $n-1$ stays. Normalised, $P_n=(1-c)c^{n-1}$, and $\langle n\rangle=(1-c)\sum_n n c^{n-1}=1/(1-c)$.

A shot picks one of the $n$ slices on $s$, discards the rest and grows two segments from $s$ with the dynamics of the chain. The first runs until it leaves $s$ and is read backward as the history; the second is the future. The trial is valid if the first ends in $A$ and the second in $B$. If the first segment makes $k$ stays and the second $l$, the probability is $(c^k a)(c^l b)$ and the new path has $n'=k+l+1$ slices on $s$. A given $n'$ arises from $k=0,1,\dots,n'-1$, that is in $n'$ ways of equal probability:

$$G(n\to n')=n'\,a\,b\,c^{\,n'-1}.$$

The old path has dropped out, because all its slices are the same site and the selection probabilities $1/n$ add up to one. The factor $n'$ is the source of the problem: a long path can be produced from more shooting positions than a short one. If every valid trial is accepted, each accepted path is drawn from $n'c^{\,n'-1}$ instead of $c^{\,n'-1}$. With $\sum n c^{n-1}=(1-c)^{-2}$ and $\sum n^2c^{n-1}=(1+c)(1-c)^{-3}$, the mean becomes $(1+c)/(1-c)$, too large by the factor $1+c$, which tends to 2 for a slow walker.

To repair this, keep only $n=1$ and $n=2$ and accept with probabilities $\alpha_{12}$ and $\alpha_{21}$. The transition probabilities are $2abc\,\alpha_{12}$ and $ab\,\alpha_{21}$. A two-state chain is stationary when the two fluxes match, $Q_1\,2abc\,\alpha_{12}=Q_2\,ab\,\alpha_{21}$, so

$$\frac{Q_2}{Q_1}=2c\,\frac{\alpha_{12}}{\alpha_{21}} .$$

The target is $P_2/P_1=c$, which demands $\alpha_{12}/\alpha_{21}=1/2$. The largest choice is $\alpha_{21}=1$, $\alpha_{12}=1/2$: the ratio of the numbers of slices on $s$. Counting all slices, end points included, gives 3 and 4, hence $\alpha_{12}=3/4$ and $Q_2/Q_1=3c/2$. Counting steps gives 2 and 3, hence $4c/3$. Both miss the target. The length in the rule is the number of slices from which a shot may be fired.

## The general rule

**Ensemble.** A path is a sequence $z_0,\dots,z_L$ with $z_0\in A$, $z_L\in B$, and $n=L-1$ interior slices in neither state. An upper limit $n\le n_\text{max}$ may be imposed, and the target is then the truncated ensemble. With $p(z\to z')$ the one-step kernel and $\pi$ its stationary density,

$$P=\pi(z_0)\prod_{k=0}^{L-1}p(z_k\to z_{k+1}).$$

The indicator $h$ is 1 for a sequence that satisfies these conditions and 0 otherwise.

**Move.** Slice $i$ of the old path $o$ is selected with probability $s_o(i)$. For now the point $z_s=z_i$ is left unchanged, which is useful for stochastic dynamics. A forward segment is grown with $p$ and a backward segment with a kernel $p^b$, each until $A$ or $B$ is entered. The stopping rule involves no random choice, so it adds no factor. If $z_s$ is slice $j$ of the new path $n$ (the letter serves as a subscript for "new"), the probability of this channel is

$$G(o,i\to n,j)=s_o(i)\,F_n(j)\,B_n(j),$$

$$F(j)=\prod_{k=j}^{L-1}p(z_k\to z_{k+1}),\qquad B(j)=\prod_{k=1}^{j}p^b(z_k\to z_{k-1}).$$

**Balance.** Each channel $(o,i)\to(n,j)$ has the reverse channel $(n,j)\to(o,i)$ through the same point. We require $P_oG\,\alpha$ to be equal for the two. Summing this equality over all $i,j$ that link the two paths gives detailed balance for the chain of paths, and hence stationarity of $P$. The Metropolis choice $\alpha=h_n\min(1,r)$ meets the requirement with

$$r=\frac{P_n\,s_n(j)\,F_o(i)\,B_o(i)}{P_o\,s_o(i)\,F_n(j)\,B_n(j)} .$$

Split each weight at the shooting slice, $P=\pi(z_0)\prod_{k<j}p(z_k\to z_{k+1})\cdot F(j)$. Then $F_n$ in $P_n$ cancels $F_n$ in the denominator, $F_o$ cancels likewise, and

$$r=\frac{s_n(j)}{s_o(i)}\,\frac{R_n(j)}{R_o(i)},\qquad R(j)=\frac{\pi(z_0)\prod_{k=0}^{j-1}p(z_k\to z_{k+1})}{B(j)} .$$

**Telescoping.** Suppose that the backward kernel is the adjoint of $p$,

$$p^b(z'\to z)=\frac{\pi(z)\,p(z\to z')}{\pi(z')} .$$

It is normalised in $z$ because $\pi$ is stationary. Then each step contributes $p(z_k\to z_{k+1})/p^b(z_{k+1}\to z_k)=\pi(z_{k+1})/\pi(z_k)$, and

$$R(j)=\pi(z_0)\,\frac{\pi(z_1)}{\pi(z_0)}\cdots\frac{\pi(z_j)}{\pi(z_{j-1})}=\pi(z_s).$$

Both paths contain $z_s$, so $R_n/R_o=1$. If the dynamics obeys detailed balance, $\pi(z)p(z\to z')=\pi(z')p(z'\to z)$, the adjoint is $p$ itself. For dynamics with momenta the corresponding condition is $\pi(z)p(z\to z')=\pi(z')p(\bar z'\to\bar z)$, the bar denoting reversed momenta; the adjoint step is then a forward step between momentum reversals, and $A$ and $B$ must be unchanged by the reversal. With uniform selection among interior slices, $s_o=1/n_\text{old}$ and $s_n=1/n_\text{new}$:

$$\alpha=h_n\,\min\!\left(1,\frac{n_\text{old}}{n_\text{new}}\right).$$

In an ensemble of fixed length the two counts are equal and the factor is 1. Stationarity does not imply that the chain reaches every path; reaction channels with no common region of shooting points need other moves.

**One-way shooting.** With probability $1/2$ only the future is regrown. The two paths share the head up to $z_s$, of weight $D$, so $P_o=D\,F_o$, and the flux before acceptance is $D\,F_oF_n/(2n_\text{old})$ one way and $D\,F_nF_o/(2n_\text{new})$ the other. The ratio is again $n_\text{old}/n_\text{new}$, and no property of $p$ was used. With probability $1/2$ only the history is regrown. The paths share $F$, the telescoped weight is $P_o=\pi(z_s)B_oF$, and the fluxes are $\pi(z_s)FB_oB_n/(2n_\text{old})$ and the same with $n_\text{new}$. This half needs the adjoint condition.

## Other selections and other counts

Let slices be selected in proportion to a weight $w(z)$, so that $s(i)=w(z_i)/W$ with $W$ the sum of $w$ over the interior slices, and let the acceptance be $\min(1,g_o/g_n)$ for any positive function $g$ of the path. The distribution that this chain samples follows from one symmetric product. Under the adjoint condition $P_o=\pi(z_s)B_oF_o$, so

$$P_oW_o\,G(o,i\to n,j)=\pi(z_s)\,w(z_s)\,B_oF_oB_nF_n\equiv S ,$$

and $S$ is unchanged by exchanging the two paths. For the trial distribution $Q=PW/g$ the flux is

$$Q_o\,G\,\alpha=\frac{S}{g_o}\min\!\left(1,\frac{g_o}{g_n}\right)=S\,\min\!\left(\frac1{g_o},\frac1{g_n}\right),$$

which is symmetric. The chain therefore leaves $PW/g$ invariant. The choice $g=W$ gives $P$, so the rule for weighted selection is $\min(1,W_\text{old}/W_\text{new})$, and $w=1$ returns $W=n$.

With uniform selection and no factor, $g=1$, the chain samples $nP$. For any path observable $O$,

$$\langle O\rangle_{nP}=\frac{\langle nO\rangle}{\langle n\rangle}=\langle O\rangle+\frac{\operatorname{cov}(n,O)}{\langle n\rangle},$$

by the definition of the covariance, with unlabelled averages taken over $P$. For $O=n$ the shift is $\operatorname{var}(n)/\langle n\rangle$. Its size relative to $\langle n\rangle$ is $\operatorname{var}(n)/\langle n\rangle^2$, a property of the distribution of transit times, which does not shrink with the time step, since numerator and denominator both scale as $\Delta t^{-2}$ for small $\Delta t$. Such a run can be repaired by weights $1/n$: $\langle O/n\rangle_{nP}=\langle O\rangle/\langle n\rangle$, and $O=1$ gives $\langle n\rangle=1/\langle 1/n\rangle_{nP}$.

Counting all slices, $g=n+2$, samples $\varphi P$ with $\varphi=n/(n+2)$. The mean shifts by $\operatorname{cov}(n,\varphi)/\langle\varphi\rangle$. Linearising $\varphi$ about $\bar n=\langle n\rangle$, with $\varphi'=2/(n+2)^2$, the covariance is $\varphi'(\bar n)\operatorname{var}(n)$ and the shift is about $2\operatorname{var}(n)/[\bar n(\bar n+2)]$ slices. This estimate tends to a constant number of slices as $\Delta t\to0$. The exact shift, $2[(\bar n+2)\langle 1/(n+2)\rangle-1]/\langle\varphi\rangle$, does so only when very short transit times are suppressed; for the geometric distribution of the one-site chain it grows like $2\ln\bar n$. In both cases it vanishes relative to $\bar n$. The miscount matters for short paths.

## A lattice in two dimensions, without sampling noise

On a small lattice the chain of paths is a finite matrix. Take sites $(x,y)$ with $x=0,\dots,3$ and $y=0,1$, and energies in units of $kT$, listed as $(y{=}0,\,y{=}1)$ for each column: $(0,0.4)$, $(1.2,0.7)$, $(0.9,1.6)$, $(0.2,-0.1)$. The dynamics is Metropolis: each of the four directions is proposed with probability $1/4$, and proposals off the lattice are rejected. It obeys detailed balance with $\pi\propto e^{-E}$. Column 0 is $A$, column 3 is $B$, and $n_\text{max}=6$.

A path starts on one of two rows, and its $n-1$ interior steps are each a stay, a vertical move or a horizontal move, with an odd number of horizontal moves so that it ends in column 2. Sequences of $m$ steps with an odd number of them count $[(2+1)^m-(2-1)^m]/2$, so there are $3^{n-1}-1$ paths for each $n$ and $2+8+26+80+242=358$ in all. The $358\times358$ transition matrix is the sum of $G\alpha$ over all channels, with the rejected probability on the diagonal, and its stationary vector $Q$ is found by solving a linear system. The distance quoted is the total variation $\tfrac12\sum|Q-P|$ of the normalised distributions. The target has $\langle n\rangle=3.753$.

| move and count | $\langle n\rangle$ | distance to $P$ |
|---|---|---|
| two-way or one-way, $g=n$ | 3.753 | $\sim10^{-15}$ |
| two-way or one-way, $g=1$ | 4.235 | 0.155 |
| two-way, $g=n+1$ | 3.866 | 0.037 |
| two-way, $g=n+2$ | 3.934 | 0.060 |
| weighted, $g=W$ | 3.753 | $\sim10^{-15}$ |
| weighted, $g=n$ | 3.836 | 0.264 |

The weighted rows are two-way shots with $w=1,\,5,\,0.5,\,2$ on sites $(1,0),(1,1),(2,0),(2,1)$. The correct counts reproduce $P$ to rounding error. Relative to 3.753, the mean length is too large by 12.8% without a factor, 4.8% when slices are counted and 3.0% when steps are counted. The second-largest eigenvalue modulus of the correct two-way matrix is 0.974, so the stationary vector is unique and the slowest mode decays over about $1/(1-0.974)\approx38$ moves.

The same lattice shows what the adjoint condition does. Add a current around the interior square $(1,0)\to(2,0)\to(2,1)\to(1,1)\to(1,0)$: for each link $u\to v$ raise $p(u\to v)$ by $\epsilon/\pi_u$ and lower $p(v\to u)$ by $\epsilon/\pi_v$, with $\pi$ normalised and $\epsilon=0.00808$, small enough that no entry turns negative. Each site has one raised and one lowered exit, so rows still sum to one. Each site receives $+\epsilon$ from one neighbour and $-\epsilon$ from the other, so $\pi$ stays stationary. Detailed balance is lost, and the target now has $\langle n\rangle=3.802$. Shooting backward with $p$ and accepting with the bare length ratio gives $\langle n\rangle=3.745$ and a distance of 0.436. Shooting backward with the adjoint kernel, or shooting with $p$ and keeping $R_n/R_o$ in $r$, gives 3.802 and a distance at rounding level. The faulty rule misplaces 44% of the probability while the mean length is off by 1.5% of 3.802, so agreement of the mean length is weak evidence for a correct ensemble.

## Newtonian dynamics with velocity Verlet

For deterministic dynamics the shooting point must be changed, or the old path is regenerated. Let $z=(q,p)$, $H=K(p)+V(q)$, $\beta=1/kT$, with $A$ and $B$ defined by $q$, and let $\phi$ be one velocity Verlet step. The ensemble is defined by a canonical first slice, $P\propto h\,e^{-\beta H(z_0)}$ as a density in $z_0$. Two properties of $\phi$ are needed. It consists of a half kick $p\to p+\tfrac12\Delta t f(q)$, a drift $q\to q+\Delta t\,p/m$ and a second half kick. Each changes one set of variables by a function of the other, so its Jacobian matrix is triangular with unit diagonal, and $\phi$ preserves volume. Each is also undone by the same operation between momentum reversals, and the sequence is a palindrome, so $\phi^{-1}(z)=\overline{\phi(\bar z)}$: integrating with reversed momenta yields the history.

A path together with a selected slice $i$ is fixed by the single point $z_s=\phi^i(z_0)$, and conversely $z_s$ fixes the path and $i$ by integration in both directions. The joint weight of path and uniformly selected slice is $e^{-\beta H(z_0)}/n$, and because the Jacobian is one this is also the density in $z_s$. The move keeps $q_s$ and draws new momenta from the Maxwell density $M(p)\propto e^{-\beta K(p)}$. The Metropolis ratio for this density and this proposal is

$$r=\frac{e^{-\beta H(z_0^{n})}/n_\text{new}}{e^{-\beta H(z_0^{o})}/n_\text{old}}\cdot\frac{e^{-\beta K(p_s^{o})}}{e^{-\beta K(p_s^{n})}} .$$

Both shooting points have the same $q_s$, so $K(p_s^n)-K(p_s^o)=H(z_s^n)-H(z_s^o)$. Collecting the exponents path by path, with $\Delta H=H(z_0)-H(z_s)$,

$$r=\frac{n_\text{old}}{n_\text{new}}\,\exp\!\big[-\beta(\Delta H_\text{new}-\Delta H_\text{old})\big].$$

Exact Hamiltonian flow conserves $H$, and the length ratio stands alone. For Verlet, $\Delta H$ is the integration error between the two slices, of order $\Delta t^2$ over a fixed time. The derivation assumes that the force is a fixed function of $q$; forces that depend on the history of an electronic solver fall outside it. A trial that runs from $B$ to $A$ may be reversed in time. An $A\to B$ path with momentum $p_s$ is then reached by drawing $p_s$ or $-p_s$, with density $M(p_s)+M(-p_s)=2M(p_s)$, and the 2 cancels in $r$.

The length test can be turned into a cap fixed before the integration starts, which saves the force evaluations beyond that cap. Draw $\xi$ uniformly in $(0,1]$ first. The event $\xi\le n_\text{old}/n_\text{new}$ has probability $\min(1,n_\text{old}/n_\text{new})$ and is the same event as $n_\text{new}\le\lfloor n_\text{old}/\xi\rfloor$, because $n_\text{new}$ is an integer. The integration can be stopped once this cap is passed. The energy factor $f$ is then tested separately, here with a second random number, which makes the acceptance $\min(1,u)\min(1,f)$ with $u=n_\text{old}/n_\text{new}$. This never exceeds $\min(1,uf)$. Since $\min(1,u)/\min(1,1/u)=u$, and likewise for $f$, the forward and reverse acceptances still stand in the ratio $uf=r$.

One move then reads:

1. Pick one of the $n_\text{old}$ interior slices uniformly and draw Maxwell momenta $p$.
2. Draw $\xi$ and set the cap to the smaller of $\lfloor n_\text{old}/\xi\rfloor$ and $n_\text{max}$.
3. Integrate from $(q_s,p)$ and from $(q_s,-p)$ until each enters $A$ or $B$; reject if the interior count passes the cap.
4. Reject unless one segment ends in $A$ and the other in $B$; order the path from $A$ to $B$.
5. Accept with probability $\min(1,f)$. After any rejection, count the old path again in all averages.

## A curved double well

The model, in Hartree atomic units with round parameters that represent no particular system, is

$$V=V_0\left(\frac{x^2}{a^2}-1\right)^2+\frac{k}{2}\left[y-c\left(1-\frac{x^2}{a^2}\right)\right]^2,$$

with $V_0=0.004$, $a=1$, $c=0.5$, $k=0.04$, mass $m=2000$, $kT=0.001$ (315.8 K, a barrier of $4\,kT$) and $\Delta t=40$ (0.968 fs). $A$ is $x\le-0.7$, $B$ is $x\ge0.7$, and $n_\text{max}=150$.

The reference uses no shooting. Points $z_0$ are drawn from the canonical density in $A$: $x$ by rejection from $e^{-\beta V_0(x^2/a^2-1)^2}$, which is its marginal because the Gaussian integral over $y$ does not depend on $x$, then $y$ from that Gaussian, then Maxwell velocities. A path must leave $A$ in its first step, so $x$ is confined to a slab of width $7v_T\Delta t=0.198$ bohr inside the edge, with $v_T=\sqrt{kT/m}=7.07\times10^{-4}$; starts farther in, which need a speed near or above $7v_T$, are neglected. Of 6,950,097 starts integrated forward, 12,298 reached $B$ without re-entering $A$. The reference is integrated under the same cap $n\le150$ as the shooting chains; its longest path had $n=120$, and none fell between 121 and 150. The reference describes the same discretised dynamics and carries statistical error.

Three sets of 2000 independent shooting chains were run: the full rule $\min(1,r)$, the rule without the length ratio, $\min(1,f)$, and the two-stage rule with the cap. All started from one path of $n=21$, shot from the saddle with velocity $2v_T$ along $x$; 80 moves were discarded and 120 averaged. Errors are standard errors from the spread among chains.

One trial shows the arithmetic. At $x=-0.125$, $y=0.537$ bohr, a path with $n_\text{old}=22$ produced a valid trial with $n_\text{new}=54$, so $u=22/54=0.4074$. The drifts were $\beta\Delta H_\text{old}=0.00073$ and $\beta\Delta H_\text{new}=-0.01042$, so $f=\exp(0.01042+0.00073)=1.0112$ and $\alpha=0.4074\times1.0112=0.4120$. Over all valid trials the root mean square of $\ln f$ was 0.016, a correction of 1.6% to a typical ratio at this time step. No chain was run without $f$, so the table below tests the length ratio and does not test the energy factor separately.

| sample | $\langle n\rangle$ | $\langle\beta H(z_0)\rangle$ | Prob($n\le30$) |
|---|---|---|---|
| direct | 32.30(10) | 5.980(13) | 0.504(5) |
| full rule | 32.18(6) | 5.995(9) | 0.511(3) |
| capped rule | 32.30(6) | 5.989(10) | 0.506(3) |
| no length ratio | 36.21(5) | 5.753(8) | 0.375(2) |
| direct, weight $n$ | 36.21(15) | 5.729(12) | 0.373(4) |

The full rule differs from the direct mean length by $-0.12$, about one combined standard error of 0.115. In the tails, Prob($n\le20$) is 0.113(3) directly and 0.115(2) from the full rule, and Prob($n\le47$) is 0.905(3) and 0.909(1). Without the length ratio the mean is higher by 3.90 slices, some 35 combined standard errors. The direct sample has $\operatorname{var}(n)=126.13$, so the predicted shift is $126.13/32.302=3.905$ and the predicted mean $32.302+3.905=36.207$. The faulty run follows the direct sample weighted by $n$ in all three columns, the largest gap being 0.024 in the energy, 1.7 combined standard errors. Reweighting it by $1/n$ gives $1/\langle1/n\rangle=32.25(5)$. The mean transit time $(\langle n\rangle+1)\Delta t$ is $33.302\times40=1332$ atomic units (32.2 fs) directly, 1327 (32.1 fs) from the full rule and 1488 (36.0 fs) without the ratio, an excess of 12% over the direct value.

The bias reaches the energy through the covariance formula: $\operatorname{cov}(n,\beta H)/\langle n\rangle=5.729-5.980=-0.25$, so long paths are colder in this model. A one-dimensional parabolic barrier has this trend. From $\ddot x=\omega^2x$ with speed $v_0$ at the top, $x=(v_0/\omega)\sinh\omega t$, and the time to reach distance $X$ is $\omega^{-1}\operatorname{arsinh}(\omega X/v_0)$, which grows as $v_0$ falls. That this mechanism accounts for the covariance in the curved well is a conjecture. The linearised estimate for counting all slices is $2\times126.13/(32.3\times34.3)\approx0.2$ slices, under 1% of $\langle n\rangle$; it is rough, because the distribution is broad.

The acceptance was 0.314 for the full rule and 0.315 for the capped rule. The order of these two is statistical noise, because $\min(1,u)\min(1,f)\le\min(1,uf)$ means that the capped rule cannot accept more on average. Without the ratio the acceptance was 0.406. The last figure is higher, but it belongs to a chain that samples $nP$, so it cannot be used to choose between the rules.

Numbers in the example were calculated in double precision.
